# The tight-binding bond model from the Harris-Foulkes functional, part 1

(Sections cited here and not found follow in the later parts.)

## 1. Three numbers that add to zero

Take a five-atom cluster described by an $sp$ tight-binding model in which every atom is kept neutral, and move atom 4 along $x$. The density matrix changes as the atom moves. Through the change of the bond orders alone, the bond energy changes at the rate $+0.158958$ Ha/bohr. The promotion energy changes at $-0.145059$ Ha/bohr and the electronic entropy term at $-0.013899$ Ha/bohr. The net force on the atom along $x$ is $0.128782$ Ha/bohr, so two of these three rates are larger than the force itself. Their sum, formed from finite differences, is $2.6\times10^{-10}$ Ha/bohr.

Because of this cancellation the force can be computed from the bond orders at one geometry, with no knowledge of how they respond to the displacement. The cancellation is exact within the model, and it requires that the shifts of the on-site levels that keep the atoms neutral be readjusted as the atom moves: if these shifts are frozen at their values for the starting geometry and the charges are left to drift, the same three terms add to $-0.002506$ Ha/bohr. The model itself, on the other hand, is only an approximation to density functional theory, and the terms it omits can be computed. For the molecule B$_3$ two of them are each larger than the binding energy.

Hartree atomic units are used. The program that produced the numbers, apart from hand arithmetic and a few values marked as not printed, and its output, are printed after these notes.

## 2. Conventions and one lemma

The system is spin-unpolarised. One-electron states are expanded in a finite orthonormal basis of real functions $|\mu\rangle$, $\mu=(i,\alpha)$, where $i$ labels the atom and $\alpha$ the orbital. The density matrix $\rho$ is summed over spin, so it is real and symmetric with eigenvalues $2f_n$, $0<f_n<1$, and $\mathrm{Tr}\rho=N$. Occupations are smeared with a width $\sigma>0$ (an electronic temperature $k_BT$), and the entropy is

$$S[\rho]=-2\sum_n\left[f_n\ln f_n+(1-f_n)\ln(1-f_n)\right]=-\mathrm{Tr}\,g(\rho),\qquad g(2f)=2\left[f\ln f+(1-f)\ln(1-f)\right].$$

**Lemma.** Let $H$ be a fixed symmetric matrix with eigenvalues $e_n$ and eigenvectors $|n\rangle$, and let $\rho=\sum_n2f_n|n\rangle\langle n|$ with $f_n=1/(1+e^{(e_n-\mu)/\sigma})$. Then for any first-order change $\delta\rho$,

$$\mathrm{Tr}\,\delta\rho\,H-\sigma\,\delta S=\mu\,\delta N. \tag{1}$$

To see this, evaluate both terms in the eigenbasis. Since $H$ is diagonal there, $\mathrm{Tr}\,\delta\rho H=\sum_ne_n\,\delta\rho_{nn}$. The entropy depends only on the eigenvalues of $\rho$, whose first-order changes are $\delta\rho_{nn}$ (within a degenerate set one chooses the basis that diagonalises $\delta\rho$, which leaves $H$ diagonal on that set). With $x=2f$ we have $dg/dx=\tfrac12\,dg/df=\ln[f/(1-f)]$, and the Fermi function gives $\ln[f_n/(1-f_n)]=(\mu-e_n)/\sigma$. Hence $-\sigma\,\delta S=\sum_n(\mu-e_n)\,\delta\rho_{nn}$. The $e_n$ terms cancel in the sum and $\mu\sum_n\delta\rho_{nn}=\mu\,\delta N$ remains.

At fixed $N$ this stationary point is the minimum of $\mathrm{Tr}\rho H-\sigma S$, because the functional is convex. The first term is linear. For the second, $g$ is convex since $d^2g/df^2=2/[f(1-f)]>0$. Let $\rho=\lambda\rho_1+(1-\lambda)\rho_2$ have eigenvectors $|k\rangle$. Then $\mathrm{Tr}\,g(\rho)=\sum_kg(\langle k|\rho|k\rangle)\le\sum_k[\lambda\,g(\langle k|\rho_1|k\rangle)+(1-\lambda)\,g(\langle k|\rho_2|k\rangle)]$. Each $\langle k|\rho_1|k\rangle$ is a weighted mean of the eigenvalues of $\rho_1$, so Jensen's inequality gives $g(\langle k|\rho_1|k\rangle)\le\langle k|g(\rho_1)|k\rangle$, and likewise for $\rho_2$. Summing over $k$ gives $\mathrm{Tr}\,g(\rho)\le\lambda\,\mathrm{Tr}\,g(\rho_1)+(1-\lambda)\,\mathrm{Tr}\,g(\rho_2)$. A stationary point of a convex function on a convex set is a global minimum.

## 3. The Harris-Foulkes functional

Let $n_\rho(\mathbf r)$ be the electron density of $\rho$, and write $(a|b)=\iint a(\mathbf r)b(\mathbf r')/|\mathbf r-\mathbf r'|$. The Kohn-Sham free energy is

$$F_{KS}[\rho]=\mathrm{Tr}\rho\,(T+v_{ext})+E_{Hxc}[n_\rho]+E_{nn}-\sigma S,$$

where $T$ is the kinetic energy operator, $v_{ext}$ the potential of the nuclei, $E_{nn}$ their mutual repulsion, and $E_{Hxc}=E_H+E_{xc}$ with $E_H[n]=\tfrac12(n|n)$. Choose any input density $n_{in}$, let $v_{in}=\delta E_{Hxc}/\delta n$ evaluated at $n_{in}$, and let $H[n_{in}]=T+v_{ext}+v_{in}$. Since $\mathrm{Tr}\rho\,v_{in}=\int n_\rho v_{in}$, we may replace $\mathrm{Tr}\rho(T+v_{ext})$ by $\mathrm{Tr}\rho H[n_{in}]-\int n_\rho v_{in}$. Adding and subtracting $E_{Hxc}[n_{in}]-\int n_{in}v_{in}$ then gives the exact rearrangement

$$F_{KS}[\rho]=F_{lin}[\rho;n_{in}]+Q[n_\rho;n_{in}], \tag{2}$$

$$F_{lin}=\mathrm{Tr}\rho H[n_{in}]-\sigma S+E_{dc}[n_{in}],\qquad E_{dc}=E_{Hxc}[n_{in}]-\int n_{in}v_{in}+E_{nn},$$

$$Q=E_{Hxc}[n_\rho]-E_{Hxc}[n_{in}]-\int v_{in}\,(n_\rho-n_{in}).$$

Because $\int n\,v_H=2E_H$, the double-counting term can be written

$$E_{dc}=-E_H[n_{in}]-\int n_{in}v_{xc}[n_{in}]+E_{xc}[n_{in}]+E_{nn}. \tag{3}$$

The term $Q$ is the Taylor remainder of $E_{Hxc}$ beyond first order in $\delta n=n_\rho-n_{in}$. The Hartree energy is quadratic, so its remainder is exactly $\tfrac12(\delta n|\delta n)$. In the local density approximation (LDA), $E_{xc}=\int e_{xc}(n)$, and with $f_{xc}=d^2e_{xc}/dn^2$,

$$Q=\tfrac12(\delta n|\delta n)+\tfrac12\int f_{xc}(n_{in})\,\delta n^2+O(\delta n^3). \tag{4}$$

The first term is positive. For exchange $e_x=-c\,n^{4/3}$ with $c>0$, so $f_x<0$, and the sign of $Q$ is not fixed in general.

The Harris-Foulkes functional drops $Q$ and minimises what is left. By the lemma the minimiser $\rho_{out}$ is the Fermi filling of the levels $e_n$ of $H[n_{in}]$, so

$$F_{HF}[n_{in}]=\min_\rho F_{lin}=\sum_n2f_ne_n-\sigma S+E_{dc}[n_{in}]. \tag{5}$$

One diagonalisation is needed and no self-consistency.

**Error of the functional.** Vary $n_{in}$ at fixed $N$ and fixed nuclei. The change of $\rho_{out}$ contributes nothing, by (1). The change of $H$ contributes $\int n_{out}\,\delta v_{in}$. The change of $E_{dc}$ is $\int v_{in}\,\delta n_{in}-\int\delta n_{in}\,v_{in}-\int n_{in}\,\delta v_{in}=-\int n_{in}\,\delta v_{in}$. Therefore

$$\delta F_{HF}=\int(n_{out}-n_{in})\,\delta v_{in}. \tag{6}$$

At the self-consistent density $n_{sc}$, where $n_{out}=n_{in}$, we have $Q=0$ and $F_{HF}=F_{KS}$. Along $n_{in}=n_{sc}+\lambda\eta$ the factor $n_{out}-n_{in}$ is of order $\lambda$, provided the output depends smoothly on the input, which $\sigma>0$ ensures. Then $dF_{HF}/d\lambda=O(\lambda)$ and $F_{HF}-F_{KS}=O(\lambda^2)$.

The error can be bracketed. Let $F_{KS}$ without argument denote the minimum of $F_{KS}[\rho]$, reached at $\rho_{sc}$. From (2), $F_{KS}=F_{lin}[\rho_{sc}]+Q[n_{sc}]\ge F_{HF}+Q[n_{sc}]$, since $F_{HF}$ is the minimum of $F_{lin}$. Also $F_{KS}\le F_{KS}[\rho_{out}]=F_{HF}+Q[n_{out}]$. So

$$Q[n_{sc};n_{in}]\le F_{KS}-F_{HF}\le Q[n_{out};n_{in}]. \tag{7}$$

When the Hartree part dominates $Q[n_{sc};n_{in}]$, $F_{HF}$ lies below $F_{KS}$. Since $Q$ can have either sign, $F_{HF}$ is not a variational bound in either direction.

## 4. Atomic input and an orthogonal atomic basis

From here on the input is the superposition $n_0=\sum_in_i$ of free, neutral, spherical atoms. Atom $i$ has nuclear charge $Z_i$, self-consistent orbitals $\phi_{i\alpha}$, levels $\varepsilon_{i\alpha}$ and occupations $N^0_{i\alpha}$ that are equal within each shell, so that $n_i=\sum_\alpha N^0_{i\alpha}\phi_{i\alpha}^2$ is spherical and $\int n_i=Z_i$. Its energy is

$$E^{at}_i=T_i+\int n_iv^{ext}_i+\tfrac12(n_i|n_i)+E_{xc}[n_i],\qquad T_i=\sum_\alpha N^0_{i\alpha}\langle\phi_{i\alpha}|T|\phi_{i\alpha}\rangle,$$

with $v^{ext}_i=-Z_i/|\mathbf r-\mathbf R_i|$. The atomic occupations are fixed and no entropy is assigned to the atoms. The diagonal matrices of levels and occupations are called $\varepsilon$ and $N^0$.

The same orbitals serve as the basis for the molecule. They are orthonormal on one atom but overlap between atoms. The overlap matrix is $M=1+O$, where $O$ has only intersite blocks. The matrix of $H[n_0]$ between the $\phi$'s is written $H=D+W$, with $D$ the on-site blocks and $W$ the intersite blocks. The levels solve $Hc=e\,Mc$. Putting $c=M^{-1/2}\tilde c$ and multiplying by $M^{-1/2}$ from the left turns this into the ordinary problem $\tilde H\tilde c=e\,\tilde c$ with

$$\tilde H=M^{-1/2}HM^{-1/2}. \tag{8}$$

This is the Hamiltonian in the Löwdin orbitals $|\mu\rangle=\sum_\nu\phi_\nu(M^{-1/2})_{\nu\mu}$, which are orthonormal, carry atomic labels and reduce to the $\phi_\mu$ as $O\to0$. The density matrix $\rho$ refers to this basis, and $\sum_n2f_ne_n=\mathrm{Tr}\rho\tilde H$. Another orthogonalisation would leave the total unchanged and move energy between the parts defined below, so these parts are properties of the basis as well as of the molecule.

The intersite elements of $\rho$ are the bond orders, $\Theta_{i\alpha,j\beta}=\rho_{i\alpha,j\beta}$ for $i\ne j$. For the combinations $|\pm\rangle=(|\mu\rangle\pm|\nu\rangle)/\sqrt2$ the occupations are $N_\pm=\langle\pm|\rho|\pm\rangle=\tfrac12(\rho_{\mu\mu}+\rho_{\nu\nu})\pm\rho_{\mu\nu}$, so $\Theta_{\mu\nu}=\tfrac12(N_+-N_-)$. Both $N_\pm$ lie between 0 and 2, which gives $|\Theta_{\mu\nu}|\le1$.

## 5. The exact partition

Separate the trace into intersite and on-site blocks. With $\rho_{ii}$, $\tilde H_{ii}$, $N^0_i$, $\varepsilon_i$ the blocks on atom $i$, write $\rho_{ii}=N^0_i+(\rho_{ii}-N^0_i)$ and, in the term that multiplies $\rho_{ii}-N_i^0$, write $\tilde H_{ii}=\varepsilon_i+(\tilde H_{ii}-\varepsilon_i)$. Then

$$\mathrm{Tr}\rho\tilde H=E_{bond}+E_{prom}+E_{res}+\mathrm{Tr}N^0\tilde H, \tag{9}$$

$$E_{bond}=\sum_{i\ne j}\sum_{\alpha\beta}\Theta_{j\beta,i\alpha}\tilde H_{i\alpha,j\beta},\qquad E_{prom}=\sum_\mu\varepsilon_\mu(\rho_{\mu\mu}-N^0_\mu),$$

$$E_{res}=\sum_i\mathrm{Tr}\,(\rho_{ii}-N^0_i)(\tilde H_{ii}-\varepsilon_i).$$

Each pair appears twice in $E_{bond}$, so a bond between $\mu$ and $\nu$ contributes $2\Theta_{\mu\nu}\tilde H_{\mu\nu}$. The promotion energy is the cost of redistributing electrons among free-atom levels; it includes transfer between atoms if there is any. The residual is the product of the change in on-site occupation and the change in the on-site Hamiltonian.

The last term of (9) needs no diagonalisation. It is combined with $E_{dc}$ and the atomic energies into

$$E_{rep}=\mathrm{Tr}N^0\tilde H+E_{dc}[n_0]-\sum_iE^{at}_i. \tag{10}$$

Define $E_{ovl}=\mathrm{Tr}N^0(\tilde H-D)$, the energy due to orthogonalising the occupied atomic orbitals. What remains contains $\mathrm{Tr}N^0D=\sum_{i\alpha}N^0_{i\alpha}\langle\phi_{i\alpha}|T+V|\phi_{i\alpha}\rangle$, where $V=\sum_jv^{ext}_j+v_H[n_0]+v_{xc}[n_0]$. Since $V$ is local and $\sum_{i\alpha}N^0_{i\alpha}\phi_{i\alpha}^2=n_0$,

$$\mathrm{Tr}N^0D=\sum_iT_i+\sum_{i,j}\int n_iv^{ext}_j+(n_0|n_0)+\int n_0v_{xc}[n_0].$$

Add (3) and subtract the atoms, term by term. The kinetic energies $T_i$ cancel. The nuclear attraction loses its $i=j$ terms and leaves $\sum_{i\ne j}\int n_iv^{ext}_j$. The Hartree terms give $(n_0|n_0)-\tfrac12(n_0|n_0)-\tfrac12\sum_i(n_i|n_i)=\sum_{i<j}(n_i|n_j)$, because $(n_0|n_0)=\sum_i(n_i|n_i)+2\sum_{i<j}(n_i|n_j)$. The two integrals $\int n_0v_{xc}[n_0]$ cancel. The result is

$$E_{rep}=\sum_{i<j}E_{es}(R_{ij})+\Delta E_{xc}+E_{ovl}, \tag{11}$$

$$E_{es}=\frac{Z_iZ_j}{R_{ij}}+\int n_iv^{ext}_j+\int n_jv^{ext}_i+(n_i|n_j),\qquad\Delta E_{xc}=E_{xc}[n_0]-\sum_iE_{xc}[n_i].$$

Collecting (5), (9) and (10),

$$F_{HF}[n_0]-\sum_iE^{at}_i=E_{bond}+E_{prom}+E_{rep}+E_{res}-\sigma S. \tag{12}$$

No approximation has been made between (5) and (12).

## 6. The electrostatic and exchange-correlation parts of $E_{rep}$

$E_{es}$ is the classical interaction of the neutral charge clouds $Z_i\delta-n_i$ and $Z_j\delta-n_j$. It depends on the two atoms only and, since they are spherical, only on $R_{ij}$. Let $\varphi(r)$ be the electrostatic potential of atom $i$. Shells inside $r$ act as a point charge and a shell of radius $t>r$ gives a constant potential, so

$$r\varphi(r)=Z_i-\int_0^r4\pi t^2n_i\,dt-r\int_r^\infty4\pi t\,n_i\,dt.$$

Then $E_{es}=Z_j\varphi(R)-\int n_j\varphi$. In the integral, take polar coordinates about nucleus $j$ and let $s$ be the distance to nucleus $i$. From $s^2=R^2+r^2-2Rr\cos\theta$ follows $s\,ds=Rr\sin\theta\,d\theta$, and

$$E_{es}(R)=Z_j\varphi(R)-\frac{2\pi}{R}\int_0^\infty r\,n_j(r)\left[\int_{|R-r|}^{R+r}s\,\varphi(s)\,ds\right]dr. \tag{13}$$

A mean-value argument splits $E_{es}$ into two terms of definite and opposite sign. A unit charge at distance $u$ from nucleus $j$ produces the potential $1/u$ at that nucleus and the average $1/\max(u,r)$ over a sphere of radius $r$ about it. Because $Z_j=\int n_j$, $E_{es}$ is the integral over $n_j$ of the centre value of $\varphi$ minus its spherical average, and only charge of atom $i$ with $u<r$ contributes to that difference:

$$E_{es}=Z_i\int_{r>R}n_j\left(\frac1R-\frac1r\right)d^3r-\iint_{u<r}n_j(\mathbf r)\,n_i(\mathbf u)\left(\frac1u-\frac1r\right)d^3r\,d^3u.$$

The first term is positive and comes from the part of $n_j$ that extends beyond the other nucleus; it tends to $Z_iZ_j/R$ as $R\to0$. The second is negative. Both vanish when the clouds do not overlap. Which one wins at a given distance has to be computed. For boron at 3 and 6 bohr the sum is negative.

For LDA exchange, $\Delta E_{xc}$ is negative point by point: $(a+b)^{4/3}=a(a+b)^{1/3}+b(a+b)^{1/3}\ge a^{4/3}+b^{4/3}$, and $e_x=-c\,n^{4/3}$. The same argument covers correlation wherever the correlation energy per electron decreases with density. The term is not pairwise, because $n^{4/3}$ is not a quadratic polynomial. At a point where three atomic densities are equal, the exchange non-additivity is proportional to $3^{4/3}-3$ and the sum over the three pairs to $3(2^{4/3}-2)$; the three-body remainder relative to the pair sum is $(3^{4/3}-3)/[3(2^{4/3}-2)]-1=1.327/1.560-1\approx-0.15$. Where one density dominates, the total exchange energy is nearly linear in the other two, so the three-body remainder tends to minus the pair term of the two small densities; relative to the pair sum it shrinks only as the cube root of the density ratio, to $-0.10$ for densities in the ratio 10:1:1 and $-0.046$ for 100:1:1. The figure $-0.15$ is therefore an estimate of the local scale of the three-body part, not its value and not a proven bound.

Where $E_{es}$ is negative, both of these terms attract, and any repulsion must come from $E_{ovl}$.

The Harris-Foulkes binding free energy has been split exactly into bond, promotion, repulsive, residual and entropy terms, and the electrostatic and exchange-correlation parts of the repulsive term have been examined. What remains is the overlap part, the size of all the terms in B$_3$, the approximations and the neutrality condition that define the bond model, and its forces.
